Strain shifts at fixed comoving wavevector and the empty lattice

**Q:** I obtain deformation potentials from band energies. I compute a state in the unstrained crystal, strain the cell, follow the same state and divide the energy change by the strain. "The same state" means the same phase change from cell to cell. If the energy moves, the electron feels the strain.

**A:** Try that on a crystal whose lattice potential is zero. Let a static, uniform strain carry each point X to x = (1+e)X, with e small and symmetric. What does your rule for following a state do to the wavevector?

**Q:** The phase at corresponding points must stay the same. If κ is the label in the unstrained crystal and k the actual wavevector after straining, then

k·x = k·(1+e)X = [(1+e)k]·X = κ·X,

where the second equality uses the symmetry of e. So k = (1+e)⁻¹κ. This κ is the comoving wavevector. For tension along κ, the wave is stretched with the cell.

**A:** Now find the energy.

**Q:** With no lattice potential it is ħ²k²/2m:

E = (ħ²/2m) κ·(1+e)⁻²·κ.

Since (1+e)⁻² = 1 − 2e + 3e² − …, the change at fixed κ is

ΔE = −(ħ²/m) κ·e·κ + (3ħ²/2m) κ·e²·κ − …

The first term is linear in strain, like a deformation potential. Is it large enough to matter?

**A:** Take a lattice constant of 0.543 nm, roughly that of silicon, and 1 % tension along [001]. Put κ along [001] at 0.85 of the distance to X, roughly where silicon has its conduction valleys. Then κ = 0.85 × 11.571 = 9.836 nm⁻¹, and

E = 0.03810 eV nm² × (9.836 nm⁻¹)² = 3.686 eV,

linear shift = −2 × 3.686 eV × 0.01 = −73.7 meV.

The second-order term adds 1.1 meV, giving −72.6 meV. In the limit of small strain, your procedure reports a constant of −7.4 eV. Yet the Hamiltonian is p²/2m before and after, with no strain in it. What has changed?

**Q:** The wavevector. I compared an electron of wavevector κ with a slower one of wavevector (1+e)⁻¹κ. At fixed k there is no shift. But the levels at fixed κ did go down. Would I not find more electrons below a given energy?

**A:** Count them. In a block of unstrained volume V₀ with periodic boundaries, the allowed κ have density V₀/8π³ per spin. States below an energy E_F fill the sphere |k| < k_F. Because κ = (1+e)k, that sphere occupies a κ-volume larger by det(1+e), so

N = (V₀/8π³) det(1+e) (4π/3) k_F³.

The block's volume has also become V₀ det(1+e). Dividing,

N/V = k_F³/6π²,

with no strain left. An explicit count below 5 eV, in a block of 60 cubic cells per side, gives 877 863 levels per spin. (In this count the wave gains a fixed phase across the block in each direction. That shifts all the allowed κ by a fraction of their spacing and leaves their density unchanged.) A strain with shear components and a trace of 2 % raises this to 895 483. The count grows by a factor 1.0201 and the volume by 1.0200. The density per spin is 25.385 nm⁻³ before and 25.386 nm⁻³ after, the same to within 0.01 %.

**Q:** Then I will hold the laboratory wavevector fixed instead. That should remove the false shift.

**A:** It does if k is the full momentum divided by ħ. It need not if k has been folded into the first Brillouin zone. A folded free level has energy ħ²|k+G′|²/2m, and the reciprocal vector itself changes: G′ = (1+e)⁻¹G ≈ G − e·G. Holding the reduced k fixed,

ΔE ≈ (ħ²/m)(k+G)·(G′−G) = −(ħ²/m)(k+G)·e·G.

This is generally nonzero, even at k = 0. In our lattice the folded (111) level at Γ lies at 15.30 eV. A third of that, 5.10 eV, comes from motion along z, so 1 % strain gives −2 × 5.10 eV × 0.01 = −102 meV to first order. The full change is −100.5 meV. At Γ the reduced label is zero both before and after, but the electron's momentum is ħG′, which has changed.

**Q:** Suppose the strain varies in space. The comoving energy then becomes E(κ) − (ħ²κ²/m)e(X) in one dimension. An energy that depends on position exerts a force, so surely the electron must scatter.

**A:** Derive the operator before replacing it by that local energy. Write x = X + u(X), ε = du/dX and J = 1 + ε > 0. Since dx = J dX, the normalized comoving wave function is φ = J^(1/2)ψ, and d/dx = J⁻¹ d/dX. The kinetic energy is therefore

T = (ħ²/2m) ∫ J⁻¹ |d(J^(−1/2)φ)/dX|² dX.

To first order J⁻¹ ≈ 1 − ε and J^(−1/2) ≈ 1 − ε/2. Take the matrix element from a plane wave k to a plane wave k′, and let ε̂ be the Fourier component of ε at k′−k. In units of ħ²/2m, there are three first-order terms:

- The factor J⁻¹ gives −kk′ε̂.
- The factor J^(−1/2) on the incoming wave gives −k′²ε̂/2, after one integration by parts.
- The same factor on the outgoing wave gives −k²ε̂/2.

Their sum is −(k+k′)²ε̂/2, so

δT(k′,k) = −(ħ²/4m)(k+k′)² ε̂(k′−k).

Look at the two elastic cases.

**Q:** For k′ = k and uniform strain I recover −(ħ²k²/m)e, my shift. For k′ = −k the element is zero. So the term that lowers the energy does not turn the electron round, at least to first order.

**A:** In this static problem the reflection vanishes beyond first order too. Define χ = J⁻¹dψ/dX. The free Schrödinger equation becomes

dψ/dX = Jχ,  dχ/dX = −Jk²ψ.

Put χ = ikψ. The first equation gives dψ/dX = ikJψ. The second gives ik dψ/dX = −Jk²ψ, which is the same statement. The relation χ = ikψ thus holds throughout, and where the strain ends it describes a wave travelling one way. The solution is exp[ikx(X)], an undisturbed plane wave in unevenly spaced coordinates.

**Q:** And if I had used the local energy as a potential?

**A:** You would have predicted a reflection that does not exist. Take e = e₀ sin(2kX) over a length L, and insert V = −2Ee, with E = ħ²k²/2m. Then

ψ″ = −k²(1+2e)ψ.

Write ψ = A e^(ikX) + B e^(−ikX) with slowly varying A and B. Drop their second derivatives and keep the terms that oscillate as e^(±ikX):

A′ = cB,  B′ = cA,  c = e₀k/2.

No wave enters from the far side, so B(L) = 0. The solution is A ∝ cosh[c(L−X)], B ∝ −sinh[c(L−X)], and

R = |B(0)/A(0)|² = tanh²(e₀kL/2).

For k = 1 nm⁻¹ the electron has 38.1 meV. Fifty periods of 3.14 nm make L = 157.1 nm. With e₀ = 0.01 the argument is 0.01 × 157.1/2 = 0.785, and R = 0.43. Direct integration of the equation with this potential also gives 0.43. The true reflection is zero.

**Q:** Perhaps a potential was too crude. The shift is proportional to k², so I could make the mass depend on position, with kinetic operator p(1−2e)p/2m.

**A:** That also gives the right first-order energy in uniform strain and the wrong scattering. Let χ = (1−2e)ψ′. The wave equation says χ′ = −k²ψ. Differentiating,

χ″ = −k²ψ′ = −k²χ/(1−2e) ≈ −k²(1+2e)χ.

This is the equation of the false potential, now for χ, so to this order the reflection is the same. Integration again gives 0.43. What is missing is the set of terms with gradients of the strain, which came from J^(−1/2). The comoving description is sound if all of it is kept.

**Q:** Then should I subtract this kinetic term from every calculated deformation potential?

**A:** No. Once there is a lattice potential, the same term can belong to a real effect. Consider a one-dimensional crystal with potential 2U cos(gX), where g is the reciprocal vector and U is held fixed as the lattice stretches. In the comoving basis strain enters through p²/(1+e)² alone. The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian, so at fixed κ

D_com = −⟨p²⟩/m.

To compare with fixed laboratory k, use E_lab(k,e) = E_com((1+e)k,e). Differentiating at e = 0,

D_lab = D_com + k ∂E/∂k = D_com + ħkv,

where v is the group velocity. For a free electron ħkv = ħ²k²/m, and the two terms cancel.

**Q:** At a band edge v = 0, so there is nothing to cancel.

**A:** Yes. At the zone boundary the edge state of a weak lattice is an equal mixture of waves with k = ±g/2. Its mean momentum is zero, but its kinetic energy E_b = ħ²(g/2)²/2m is not. The edges lie at E_b ± U, and E_b scales as (1+e)⁻², so both move by −2E_b per unit strain. The lattice now fixes which wavelength is Bragg-reflected, and stretching it moves that condition to a lower energy.

With period 0.2715 nm and U = 1 eV, the lower edge has D_com = D_lab = −10.25 eV, which to first order is −102 meV at 1 % strain. At 0.85 of the way to the boundary the velocity is not zero: D_com = −7.92 eV, ħkv = 5.97 eV and D_lab = −1.95 eV.

**Q:** But if I let U go to zero, the edge still moves by −2E_b per unit strain. How can that agree with a free electron that feels nothing?

**A:** The edge keeps moving, but the gap that makes it observable closes as 2U. At U = 0.01 eV the edge constant is still −10.20 eV, while the gap is only 20 meV. Away from the boundary, second-order perturbation theory gives

E(k) ≈ ħ²k²/2m − Σ U²/[E₀(k+G) − E₀(k)],

with E₀ the free energy and G = ±g. At fixed k, strain enters through G in the second term, so D_lab falls as U² once U is small. At the same 0.85 point it is −2.5 × 10⁻⁴ eV for U = 0.01 eV, and four times larger for 0.02 eV. D_com stays near −7.37 eV. The strain response fades, while the relabelling remains.

**Q:** How does this bear on silicon? Its measured uniaxial constant is about 9 eV. My empty-lattice 7.4 eV looks like a fair first estimate.

**A:** For the state you chose the sizes are similar and the signs opposite, but it is not the state from which the valley is built. Silicon's constant, roughly +9 eV, says that stretching along a valley's axis raises that valley relative to those on the perpendicular axes. The unfolded free wave gives −7.4 eV along the strain and zero perpendicular to it, but it is the lowest free level at that wavevector, and in silicon it becomes the lowest valence band. The conduction valley grows mainly out of the four folded waves k+G = (±1, ±1, −0.15) × 2π/a, with a the lattice constant, whose momentum lies mostly across the valley axis. With ħ²(2π/a)²/2m = 5.10 eV and strain along z, their constant at fixed κ is −2 × 5.10 eV × 0.15² = −0.23 eV for the z valley and −2 × 5.10 eV = −10.20 eV for a valley on a perpendicular axis. The difference is about +10 eV, with silicon's sign and roughly its size. As at the cosine band edge, the kinetic term belongs to a real effect once the lattice potential turns these waves into a minimum with zero velocity. It remains a first estimate: the potential mixes in other waves and itself changes with strain, and both alter the value. A strain of 1 % is realistic for strained silicon layers; the larger correction comes from the lattice potential. In the cosine model, U = 1 eV moves D_com from −7.37 to −7.92 eV and D_lab from zero to −1.95 eV. By comparison, the second-order strain term changes the apparent empty-lattice constant by only 0.11 eV at 1 % strain. That one-dimensional model is not silicon: it has no waves across the axis and leaves out the change of the crystal potential with strain, so it gives no value for silicon's constant.

**Q:** So what should I ask of a calculated shift before I call it a deformation potential?

**A:** Ask whether it belongs to a band edge, with both energies measured from a common reference. If so, the first-order shift does not depend on which of the two wavevectors you hold fixed, because v = 0. The reference itself needs care: the vacuum level outside a surface brings in that surface's own response to strain, which can differ from one crystal face to another. A splitting between valleys of the same strained crystal needs no outside reference. For a state with nonzero velocity, compute something the laboratory can register, such as a density of states per volume or a reflection probability, and keep the complete strained Hamiltonian while doing so. These arguments are for static strain; a travelling sound wave needs the time dependence of the coordinates as well. Apart from the folded-wave estimate for silicon, which is worked out above, the values used here are in the numerical output below.

Values computed for the example and the checks

```
lattice constant, rough silicon value: 0.543 nm
uniaxial strain: 1.0 %
Gamma-X distance: 11.571 1/nm
wavevector as fraction of Gamma-X: 0.85
example wavevector: 9.836 1/nm
hbar^2/(2m): 0.038100 eV nm^2
free energy at example wavevector: 3.686 eV
linear shift at fixed kappa: -73.71 meV
exact shift at fixed kappa: -72.62 meV
second-order strain term: 1.11 meV
apparent constant, shift/strain: -7.37 eV
silicon uniaxial constant, rough input: 9 eV
folded (111) level at Gamma: 15.30 eV
its shift at reduced k = 0: -100.5 meV
counting energy: 5.0 eV
cubic cells along each side of block: 60
trace of counting strain: 2.00 %
levels per spin, unstrained: 877863
levels per spin, strained: 895483
ratio of level counts: 1.02007
ratio of volumes: 1.02002
levels per volume, unstrained: 25.385 1/nm^3
levels per volume, strained: 25.386 1/nm^3
levels per volume, free formula: 25.387 1/nm^3
grating: electron wavevector: 1.0 1/nm
grating: electron energy: 38.10 meV
grating: strain amplitude: 1.0 %
grating: period: 3.142 nm
grating: number of periods: 50
grating: length: 157.1 nm
forward element at 1 % uniform strain: -0.762 meV
backscattering element, magnitude: 0.000000 meV
R, full comoving equation: 0.0e+00
R, shift misread as potential: 0.4301
R, shift misread as local mass: 0.4302
R, tanh^2 formula for misreadings: 0.4301
cosine crystal: period: 0.2715 nm
cosine crystal: U: 1.0 eV
at example k, D_com: -7.920 eV
at example k, D_lab: -1.946 eV
at example k, hbar k v: 5.973 eV
at lower band edge, D_com: -10.249 eV
at lower band edge, D_lab: -10.249 eV
gap at zone boundary: 1.999 eV
lower edge shift at 1 % strain: -102.5 meV
largest D change, 17 to 25 plane waves: 6.5e-10 eV
U = 0.01 eV, example k, D_com: -7.3715 eV
U = 0.01 eV, example k, D_lab: -2.55e-04 eV
D_lab ratio when U doubles to 0.02 eV: 4.000
U = 0.01 eV, lower edge D_com: -10.203 eV
U = 0.01 eV, gap: 20.00 meV
```
